**Hydrogen shell in a weak electric field: two spins and linear Stark shifts**

Within the shell $n$ the position operator equals $(3n/2)(\mathbf J_a-\mathbf J_b)$, where $\mathbf J_{a,b}=(\mathbf L\mp n\mathbf A)/2$, $\mathbf L$ is the angular momentum and $\mathbf A$ the Runge–Lenz vector. For an electron energy $+Fz$ the first-order shifts are $3n(n_1-n_2)F/2$, with parabolic node numbers $n_1,n_2$ and orbital degeneracy $n-|n_1-n_2|$. The program asserts the operator identities symbolically and checks selected parabolic functions as eigenfunctions of $H$ and $A_z$. For $n=1$ to 5 it builds the position matrices by quadrature and asserts that they yield two commuting spins $(n-1)/2$ and the stated degeneracies. It also diagonalizes $H+Fz$ in a larger basis for $n=2$ and 3 and asserts that the part of the shifts odd in $n_1-n_2$ follows the linear law. The output for $n=3$ and $F=10^{-5}$ atomic units shows five levels spaced by $4.5\times10^{-5}$ hartree, with degeneracies 1, 2, 3, 2, 1. The largest departure from the linear law is $8.7\times10^{-8}$ hartree, and the fine-structure spread, left out of the model, is $6.6\times10^{-7}$ hartree.

## Verification by program

```python
# Result under test (hydrogen, atomic units, electron energy +F z in the field):
# inside the shell E = -1/(2 n^2) the position operator equals
#     r = (3 n / 2) (J_a - J_b),  J_a = (L - n A)/2,  J_b = (L + n A)/2,
# with L = r x p and A = (p x L - L x p)/2 - r/|r|.  J_a, J_b are commuting
# spins j = (n-1)/2, so the linear Stark shifts are (3 n / 2)(n1 - n2) F and
# the level k = n1 - n2 holds n - |k| orbital states.
# n1, n2: parabolic node numbers; m: magnetic number; n1 + n2 + |m| + 1 = n.
from collections import Counter
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import (roots_laguerre, roots_legendre, eval_genlaguerre,
                           lpmv)
from scipy.constants import physical_constants as pc

# ---------- operator identities, checked symbolically ----------
# Every function is s(x,y,z,r) times a common factor whose logarithmic
# gradient is log_grad. For the factor exp(k.r) the result s is the complete
# symbol of the operator, so equal symbols mean equal operators.
x, y, z, r = sp.symbols('x y z r', positive=True)
pos = (x, y, z)
log_grad = list(sp.symbols('k_x k_y k_z'))


def grad(s, i):
    return sp.expand(sp.diff(s, pos[i]) + pos[i] / r * sp.diff(s, r)
                     + log_grad[i] * s)


def rot(s, i):
    """(r x grad)_i, so that L_i = -i rot_i."""
    a, b = (i + 1) % 3, (i + 2) % 3
    return sp.expand(pos[a] * grad(s, b) - pos[b] * grad(s, a))


def radial(s):
    return sp.expand(sum(pos[i] * grad(s, i) for i in range(3)))


def laplace(s):
    return sp.expand(sum(grad(grad(s, i), i) for i in range(3)))


def ham(s):
    return sp.expand(-laplace(s) / 2 - s / r)


def lenz(s, i):
    """A_i = r_i p^2 - p_i (r.p) - r_i/r."""
    return sp.expand(-pos[i] * laplace(s) + grad(radial(s), i)
                     - pos[i] * s / r)


def lenz_definition(s, i):
    a, b = (i + 1) % 3, (i + 2) % 3
    p_cross_l = -(grad(rot(s, b), a) - grad(rot(s, a), b))
    l_cross_p = -(rot(grad(s, b), a) - rot(grad(s, a), b))
    return sp.expand((p_cross_l - l_cross_p) / 2 - pos[i] * s / r)


def gen(s, i):
    """g_i with G_i = -i g_i = 2 r^2 p_i - r_i (r.p)."""
    return sp.expand(2 * r**2 * grad(s, i) - pos[i] * radial(s))


def is_zero(e):
    e = sp.expand(e * r**12)
    if e == 0:
        return True
    return sp.expand(sp.rem(e, z**2 + x**2 + y**2 - r**2, z)) == 0


one = sp.Integer(1)
A1 = [lenz(one, i) for i in range(3)]
H1 = ham(one)
for i in range(3):
    assert is_zero(A1[i] - lenz_definition(one, i))
    assert is_zero(ham(A1[i]) - lenz(H1, i))
    lhs = ham(gen(one, i)) - gen(H1, i)
    rhs = 2 * (ham(pos[i]) + pos[i] * H1) - 3 * A1[i]
    assert is_zero(lhs - rhs)
# G is Hermitian: 2 r^2 p - r(r.p) equals p 2 r^2 - (p.r) r
adjoint = grad(2 * r**2, 2) - sum(grad(pos[i] * z, i) for i in range(3))
assert is_zero(gen(one, 2) - adjoint)
assert is_zero(rot(A1[1], 0) - lenz(rot(one, 0), 1) + A1[2])
assert is_zero(lenz(A1[1], 0) - lenz(A1[0], 1) + 2 * ham(rot(one, 2)))
assert is_zero(sum(rot(A1[i], i) for i in range(3)))
L2 = -sum(rot(rot(one, i), i) for i in range(3))
assert is_zero(sum(lenz(A1[i], i) for i in range(3)) - 1 - 2 * ham(L2 + 1))

# ---------- parabolic functions are eigenfunctions of H and A_z ----------
t = sp.symbols('t')
harmonic = {0: one, 1: x, 2: x**2 - y**2}
for n1, n2, m in [(1, 0, 0), (2, 0, 0), (1, 1, 0), (0, 1, 1), (0, 0, 2)]:
    n = n1 + n2 + m + 1
    log_grad[:] = [-q / (n * r) for q in pos]
    f1 = sp.expand(sp.assoc_laguerre(n1, m, t)).subs(t, (r + z) / n)
    f2 = sp.expand(sp.assoc_laguerre(n2, m, t)).subs(t, (r - z) / n)
    psi = sp.expand(harmonic[m] * f1 * f2)
    assert is_zero(ham(psi) + psi / (2 * n**2))
    assert is_zero(lenz(psi, 2) + sp.Rational(n1 - n2, n) * psi)

# ---------- position matrices of a shell by quadrature ----------
tq, wq = roots_laguerre(60)
cq, vq = roots_legendre(40)


def theta(l, m):
    f = lpmv(abs(m), l, cq)
    f = f / np.sqrt(np.sum(vq * f * f))
    return f * (-1)**m if m < 0 else f


def shell_matrices(n):
    states = [(l, m) for l in range(n) for m in range(-l, l + 1)]
    R = []
    for l in range(n):
        f = tq**l * eval_genlaguerre(n - l - 1, 2 * l + 1, tq)
        R.append(f / np.sqrt(np.sum(wq * tq**2 * f * f)))
    size = len(states)
    Z, P, Lz, Lp = (np.zeros((size, size)) for _ in range(4))
    for b, (l, m) in enumerate(states):
        Lz[b, b] = m
        for a, (lp, mp) in enumerate(states):
            rad = n / 2 * np.sum(wq * tq**3 * R[lp] * R[l])
            if mp == m:
                Z[a, b] = rad * np.sum(vq * theta(lp, m) * cq * theta(l, m))
            if mp == m + 1:
                P[a, b] = rad * np.sum(vq * theta(lp, mp)
                                       * np.sqrt(1 - cq**2) * theta(l, m))
                if lp == l:
                    Lp[a, b] = np.sqrt(l * (l + 1) - m * mp)
    position = [(P + P.T) / 2, (P - P.T) / 2j, Z]
    momentum = [(Lp + Lp.T) / 2, (Lp - Lp.T) / 2j, Lz]
    return states, position, momentum


def comm(a, b):
    return a @ b - b @ a


degeneracy = {}
for n in range(1, 6):
    states, R3, L3 = shell_matrices(n)
    D = [q / (1.5 * n) for q in R3]
    Ja = [(L3[i] + D[i]) / 2 for i in range(3)]
    Jb = [(L3[i] - D[i]) / 2 for i in range(3)]
    for i in range(3):
        a, b = (i + 1) % 3, (i + 2) % 3
        assert np.allclose(comm(Ja[a], Ja[b]), 1j * Ja[i], atol=1e-9)
        assert np.allclose(comm(Jb[a], Jb[b]), 1j * Jb[i], atol=1e-9)
        for q in range(3):
            assert np.allclose(comm(Ja[i], Jb[q]), 0, atol=1e-9)
    for J in (Ja, Jb):
        assert np.allclose(sum(q @ q for q in J),
                           (n * n - 1) / 4 * np.eye(n * n), atol=1e-9)
    k_values = np.linalg.eigvalsh(R3[2]) / (1.5 * n)
    assert np.allclose(k_values, np.round(k_values), atol=1e-9)
    degeneracy[n] = Counter(int(round(q)) for q in k_values)
    assert degeneracy[n] == {k: n - abs(k) for k in range(1 - n, n)}
    if n == 3:
        index = {s: i for i, s in enumerate(states)}
        z_sp = abs(R3[2][index[0, 0], index[1, 0]])
        z_pd = abs(R3[2][index[1, 0], index[2, 0]])


# ---------- spin labels against parabolic labels ----------
def spin_states(n):
    out = []
    for ia in range(n):
        for ib in range(n):
            ma, mb = (n - 1) / 2 - ia, (n - 1) / 2 - ib
            k, m = round(ma - mb), round(ma + mb)
            top = n - 1 - abs(m)
            assert (top + k) % 2 == 0
            out.append((ma, mb, (top + k) // 2, (top - k) // 2, m))
    return out


U, V = np.meshgrid(tq, tq, indexing='ij')
W = np.outer(wq, wq) * (U + V)
for n in range(1, 6):
    allowed = {(a, b, m) for m in range(1 - n, n) for a in range(n)
               for b in range(n) if a + b + abs(m) + 1 == n}
    labels = [s[2:] for s in spin_states(n)]
    assert len(labels) == len(set(labels)) and set(labels) == allowed
    for m in range(n):
        pairs = [(a, n - 1 - m - a) for a in range(n - m)]
        F2 = [(U * V)**(m / 2) * eval_genlaguerre(a, m, U)
              * eval_genlaguerre(b, m, V) for a, b in pairs]
        F2 = [f / np.sqrt(np.sum(W * f * f)) for f in F2]
        S = np.array([[np.sum(W * f * g) for g in F2] for f in F2])
        Zp = np.array([[np.sum(W * f * g * n * (U - V) / 2) for g in F2]
                       for f in F2])
        assert np.allclose(S, np.eye(n - m), atol=1e-8)
        assert np.allclose(Zp, np.diag([1.5 * n * (a - b) for a, b in pairs]),
                           atol=1e-7)


# ---------- H + F z in a basis reaching beyond the shell ----------
def stark_shifts(n, m, field):
    m = abs(m)
    top = n + 6
    basis = []
    for l in range(m, top):
        for q in range(top - l):
            lag = eval_genlaguerre(q, 2 * l + 1, tq)
            dlag = -eval_genlaguerre(q - 1, 2 * l + 2, tq) if q else 0 * tq
            u = tq**(l + 1) * lag
            du = (l + 1) * tq**l * lag + tq**(l + 1) * (dlag - lag / 2)
            norm = np.sqrt(np.sum(wq * u * u))
            basis.append((l, u / norm, du / norm * 2 / n))
    rq = n * tq / 2
    cosine = {l: np.sum(vq * theta(l, m) * cq * theta(l + 1, m))
              for l in range(m, top)}
    size = len(basis)
    Hm, S = np.zeros((size, size)), np.zeros((size, size))
    for a, (la, ua, da) in enumerate(basis):
        for b, (lb, ub, db) in enumerate(basis):
            if la == lb:
                S[a, b] = np.sum(wq * ua * ub)
                pot = la * (la + 1) / (2 * rq**2) - 1 / rq
                Hm[a, b] = np.sum(wq * (da * db / 2 + pot * ua * ub))
            elif abs(la - lb) == 1:
                Hm[a, b] = (field * cosine[min(la, lb)]
                            * np.sum(wq * rq * ua * ub))
    shift = eigh(Hm, S, eigvals_only=True) + 1 / (2 * n**2)
    return np.sort(shift[np.argsort(abs(shift))[:n - m]])


field = 1e-5
full = {}
for n in (2, 3):
    for m in range(n):
        e = stark_shifts(n, m, field)
        ks = np.arange(-(n - 1 - m), n - m, 2)
        odd_part = (e - e[::-1]) / 2
        # next odd term is of order F^3, about 1e-6 of the linear one here
        assert np.allclose(odd_part, 1.5 * n * ks * field,
                           rtol=1e-5, atol=1e-11)
        for k, value in zip(ks, e):
            full[n, m, int(k)] = value

# ---------- worked example: n = 3 ----------
n = 3
to_cm = pc['hartree-inverse meter relationship'][0] / 100
alpha = pc['fine-structure constant'][0]


def dirac(n, kappa):
    delta = kappa - np.sqrt(kappa**2 - alpha**2)
    return (1 / np.sqrt(1 + (alpha / (n - delta))**2) - 1) / alpha**2


fine = dirac(n, n) - dirac(n, 1)
gap = 1 / (2 * n**2) - 1 / (2 * (n + 1)**2)
largest = 1.5 * n * (n - 1) * field
remainder = max(abs(full[n, abs(s[4]), s[2] - s[3]]
                    - 1.5 * n * (s[2] - s[3]) * field)
                for s in spin_states(n))
assert fine < 0.1 * 1.5 * n * field and largest < 0.1 * gap
assert remainder < 0.01 * largest

print(f"shell n = {n}, spin j = {(n - 1) / 2:.0f}, "
      f"orbital states = {len(spin_states(n))}")
print(f"shell energy = {-1 / (2 * n**2):.7f} hartree")
print(f"field F = {field:.1e} atomic units = "
      f"{field * pc['atomic unit of electric field'][0]:.4e} V/m")
print(f"|<3s|z|3p>| (m=0) = {z_sp:.6f} bohr")
print(f"|<3p|z|3d>| (m=0) = {z_pd:.6f} bohr")
print(f"root of sum of their squares = {np.hypot(z_sp, z_pd):.6f} bohr")
print(f"factor 3n/2 = {1.5 * n:.2f} bohr")
print("states: m_a m_b n1 n2 m | linear shift | large-basis shift (hartree)")
for ma, mb, n1, n2, m in sorted(spin_states(n),
                                key=lambda s: (s[3] - s[2], s[4])):
    k = n1 - n2
    print(f"{ma:+.0f} {mb:+.0f}  {n1} {n2} {m:+d} | "
          f"{1.5 * n * k * field:+.3e} | {full[n, abs(m), k]:+.6e}")
print("levels: k | degeneracy from z matrix | linear shift")
for k in range(n - 1, -n, -1):
    s = 1.5 * n * k * field
    print(f"{k:+d} | {degeneracy[n][k]} | {s:+.3e} hartree = "
          f"{s * to_cm:+.4f} cm^-1")
print(f"level spacing = {1.5 * n * field:.3e} hartree")
print(f"largest departure from linear law = {remainder:.3e} hartree")
print(f"gap to shell n = 4: {gap:.6f} hartree")
print(f"fine-structure spread of n = 3 (Dirac) = {fine:.3e} hartree")
for q in range(1, 6):
    print(f"degeneracies n={q}, k from {q - 1} down: "
          f"{[degeneracy[q][k] for k in range(q - 1, -q, -1)]}")
print("verified")
```

Running it gives:

```
shell n = 3, spin j = 1, orbital states = 9
shell energy = -0.0555556 hartree
field F = 1.0e-05 atomic units = 5.1422e+06 V/m
|<3s|z|3p>| (m=0) = 7.348469 bohr
|<3p|z|3d>| (m=0) = 5.196152 bohr
root of sum of their squares = 9.000000 bohr
factor 3n/2 = 4.50 bohr
states: m_a m_b n1 n2 m | linear shift | large-basis shift (hartree)
+1 -1  2 0 +0 | +9.000e-05 | +8.991910e-05
+0 -1  1 0 -1 | +4.500e-05 | +4.491905e-05
+1 +0  1 0 +1 | +4.500e-05 | +4.491905e-05
-1 -1  0 0 -2 | +0.000e+00 | -6.885035e-08
+0 +0  1 1 +0 | +0.000e+00 | -8.707545e-08
+1 +1  0 0 +2 | +0.000e+00 | -6.885035e-08
-1 +0  0 1 -1 | -4.500e-05 | -4.508105e-05
+0 +1  0 1 +1 | -4.500e-05 | -4.508105e-05
-1 +1  0 2 +0 | -9.000e-05 | -9.008110e-05
levels: k | degeneracy from z matrix | linear shift
+2 | 1 | +9.000e-05 hartree = +19.7527 cm^-1
+1 | 2 | +4.500e-05 hartree = +9.8764 cm^-1
+0 | 3 | +0.000e+00 hartree = +0.0000 cm^-1
-1 | 2 | -4.500e-05 hartree = -9.8764 cm^-1
-2 | 1 | -9.000e-05 hartree = -19.7527 cm^-1
level spacing = 4.500e-05 hartree
largest departure from linear law = 8.708e-08 hartree
gap to shell n = 4: 0.024306 hartree
fine-structure spread of n = 3 (Dirac) = 6.574e-07 hartree
degeneracies n=1, k from 0 down: [1]
degeneracies n=2, k from 1 down: [1, 2, 1]
degeneracies n=3, k from 2 down: [1, 2, 3, 2, 1]
degeneracies n=4, k from 3 down: [1, 2, 3, 4, 3, 2, 1]
degeneracies n=5, k from 4 down: [1, 2, 3, 4, 5, 4, 3, 2, 1]
verified
```
